# The Hartree-Fock H2 reference error in hydrogen absorption energies: a numerical check

```python
"""
Result under test: if only the H2 reference is taken from Hartree-Fock (HF),
the absorption energy per H atom,
    E_abs = E(MH) - E(M) - E(H2)/2      (negative = exothermic),
shifts by -delta/2, where delta = E_HF(H2) - E_exact(H2) = D_exact - D_HF
and D = 2 E(H) - E(H2) is the well depth. The shift is about -0.55 eV.
In a full HF calculation the errors of E(MH) and E(M) come in addition.
M: host, MH: host with one H atom, theta: fraction of filled sites,
w: mean-field H-H interaction, mu: chemical potential of H2 gas.
Molecular energies are in hartree inside the program, printed in eV.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, expit
from pyscf import gto, scf, cc, fci

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
K_EV = const.k / const.e


def make_mol(atoms, basis, charge=0, spin=0):
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=spin, verbose=0)


def run_hf(mol):
    solver = scf.uhf.UHF(mol) if mol.spin else scf.hf.RHF(mol)
    solver.conv_tol = 1e-11
    solver.kernel()
    assert solver.converged
    return solver


def run_ccsd(mf):
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-9
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver


def h2_mol(distance, basis):
    return make_mol(f"H 0 0 0; H 0 0 {distance:.10f}", basis)


def h2_energies(distance, basis):
    mf = run_hf(h2_mol(distance, basis))
    return mf.e_tot, run_ccsd(mf).e_tot


def one_electron_exact(mol):
    """Lowest level of the bare one-electron Hamiltonian in the basis."""
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return eigh(core, mol.intor("int1e_ovlp"))[0][0] + mol.energy_nuc()


# ---- H2 curves in cc-pVTZ: minima and vibrational levels ----
R_LOW, R_HIGH, N_NODES = 0.40, 1.60, 12
angles = (np.arange(N_NODES) + 0.5) * np.pi / N_NODES
nodes = 0.5 * (R_LOW + R_HIGH) + 0.5 * (R_HIGH - R_LOW) * np.cos(angles)
samples = np.array([h2_energies(r, "cc-pvtz") for r in nodes])


def make_curve(values):
    smooth = Chebyshev.fit(nodes, values - BOHR / nodes, N_NODES - 1,
                           domain=[R_LOW, R_HIGH])
    return lambda r: smooth(r) + BOHR / r


def find_minimum(curve):
    return minimize_scalar(curve, bounds=(0.6, 0.9), method="bounded",
                           options={"xatol": 1e-8}).x


reduced_mass = 0.5 * const.m_p / const.m_e


def vibrational_levels(curve, r_min):
    """Levels above the well bottom (eV) on a uniform sinc grid."""
    grid = np.linspace(R_LOW + 0.01, R_HIGH - 0.01, 100)
    step = (grid[1] - grid[0]) / BOHR
    diff = np.subtract.outer(np.arange(100), np.arange(100))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (-1.0) ** np.abs(diff) / (2 * reduced_mass * step**2)
    ham = kinetic + np.diag(curve(grid) - curve(r_min))
    return np.linalg.eigvalsh(ham)[:3] * HARTREE


curve_hf, curve_ex = make_curve(samples[:, 0]), make_curve(samples[:, 1])
r_hf, r_ex = find_minimum(curve_hf), find_minimum(curve_ex)
levels_hf = vibrational_levels(curve_hf, r_hf)
levels_ex = vibrational_levels(curve_ex, r_ex)

hf_tz, ex_tz = h2_energies(r_ex, "cc-pvtz")
assert abs(curve_ex(r_ex) - ex_tz) < 1e-5      # interpolation is good
dr = 0.01
curvature = (curve_ex(r_ex + dr) - 2 * curve_ex(r_ex)
             + curve_ex(r_ex - dr)) / (dr / BOHR) ** 2
harmonic_zpe = 0.5 * np.sqrt(curvature / reduced_mass) * HARTREE
assert abs(levels_ex[0] / harmonic_zpe - 1) < 0.04   # weak anharmonicity

# CCSD is exact for two electrons: compare with full CI
full_ci = fci.FCI(run_hf(h2_mol(r_ex, "cc-pvtz"))).kernel()[0]
assert abs(full_ci - ex_tz) < 1e-6

# ---- well depths in cc-pVQZ ----
BASIS = "cc-pvqz"
atom = make_mol("H 0 0 0", BASIS, spin=1)
mf_atom = run_hf(atom)
e_atom_exact = one_electron_exact(atom)
assert abs(mf_atom.e_tot - e_atom_exact) < 1e-7      # HF exact for H
dm = np.asarray(mf_atom.make_rdm1())
vj, vk = mf_atom.get_jk(atom, dm)
coulomb_self = 0.5 * np.einsum("ij,ji", vj[0] + vj[1], dm[0] + dm[1])
exchange_self = -0.5 * np.einsum("sij,sji", vk, dm)
assert abs(coulomb_self + exchange_self) < 1e-8

e_h2_hf = run_hf(h2_mol(r_hf, BASIS)).e_tot
hf_qz, e_h2_ex = h2_energies(r_ex, BASIS)
depth_hf = (2 * mf_atom.e_tot - e_h2_hf) * HARTREE
depth_ex = (2 * e_atom_exact - e_h2_ex) * HARTREE
delta = depth_ex - depth_hf
shift = -0.5 * delta
assert 1.05 < delta < 1.15 and -0.58 < shift < -0.52

# two-point inverse-cube extrapolation of the correlation energy
corr_tz, corr_qz = ex_tz - hf_tz, e_h2_ex - hf_qz
corr_limit = (64 * corr_qz - 27 * corr_tz) / 37
delta_limit = (e_h2_hf - hf_qz - corr_limit) * HARTREE
assert abs(delta_limit - delta) < 0.04

# ---- host terms free of HF error: H+ + H2/2 -> H2+ ----
R_ION = 1.06
ion = make_mol(f"H 0 0 0; H 0 0 {R_ION}", BASIS, charge=1, spin=1)
ion_hf, ion_ex = run_hf(ion).e_tot, one_electron_exact(ion)
abs_ion_hf = (ion_hf - 0.5 * e_h2_hf) * HARTREE
abs_ion_ex = (ion_ex - 0.5 * e_h2_ex) * HARTREE
assert abs((abs_ion_hf - abs_ion_ex) - shift) < 1e-5

# ---- host terms with HF error: Li + H2/2 -> LiH, all electrons ----
R_LIH, LI_BASIS = 1.60, "unc-cc-pvtz"
mf_li = run_hf(make_mol("Li 0 0 0", LI_BASIS, spin=1))
li_ex = run_ccsd(mf_li).e_tot
mf_lih = run_hf(make_mol(f"Li 0 0 0; H 0 0 {R_LIH}", LI_BASIS))
cc_lih = run_ccsd(mf_lih)
triples_lih = cc_lih.ccsd_t() * HARTREE
h2u_hf, h2u_ex = h2_energies(r_ex, LI_BASIS)
abs_li_hf = (mf_lih.e_tot - mf_li.e_tot - 0.5 * h2u_hf) * HARTREE
abs_li_ex = (cc_lih.e_tot - li_ex - 0.5 * h2u_ex) * HARTREE
net_li = abs_li_hf - abs_li_ex
reference_li = -0.5 * (h2u_hf - h2u_ex) * HARTREE
# repair only the reference: H atom energy minus half the better depth
atom_u = run_hf(make_mol("H 0 0 0", LI_BASIS, spin=1)).e_tot
half_depth_u = 0.5 * (2 * atom_u - h2u_ex)
abs_li_fixed = (mf_lih.e_tot - mf_li.e_tot - atom_u + half_depth_u) * HARTREE
host_li = abs_li_fixed - abs_li_ex
assert reference_li < 0 < net_li < host_li
assert abs(triples_lih) < 0.05

# ---- uptake by a metal, rough palladium regime ----
E_ABS, SITE_QUANTUM, W_HH = -0.10, 0.07, -0.20        # eV
TEMP, PRESSURE = 600.0, 760.0                         # K, Torr
mass_h2 = 2 * (const.m_p + const.m_e)
rot_const = HARTREE / (2 * reduced_mass * (r_ex / BOHR) ** 2)


def thermal_length(temp):
    return const.h / np.sqrt(2 * np.pi * mass_h2 * const.k * temp)


def gas_mu(temp, torr):
    """Chemical potential per H2 in eV, zero at the well bottom."""
    kt = K_EV * temp
    j = np.arange(40)
    spin_weight = np.where(j % 2 == 0, 0.25, 0.75)
    q_rot = np.sum(spin_weight * (2 * j + 1)
                   * np.exp(-rot_const * j * (j + 1) / kt))
    q_vib = np.sum(np.exp(-levels_ex / kt))
    volume = const.k * temp / (torr * const.torr)
    return -kt * np.log(volume / thermal_length(temp) ** 3 * q_rot * q_vib)


def site_free(temp, quantum=SITE_QUANTUM):
    kt = K_EV * temp
    return 3 * (0.5 * quantum + kt * np.log(1 - np.exp(-quantum / kt)))


def log_odds(e_abs, temp, torr, quantum=SITE_QUANTUM):
    """ln(theta/(1-theta)) from the mean-field isotherm."""
    drive = 0.5 * gas_mu(temp, torr) - e_abs - site_free(temp, quantum)
    return brentq(lambda y: K_EV * temp * y + W_HH * expit(y) - drive,
                  -80, 80, xtol=1e-12)


def filling_by_sum(e_abs, temp, torr, sites=20000):
    """Mean filling from the explicit grand-canonical sum."""
    n = np.arange(sites + 1)
    energy = (n * (e_abs + site_free(temp) - 0.5 * gas_mu(temp, torr))
              + W_HH * n**2 / (2 * sites))
    logs = (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
            - energy / (K_EV * temp))
    weights = np.exp(logs - logs.max())
    return np.sum(n * weights) / np.sum(weights) / sites


def half_full_temperature(e_abs):
    return brentq(lambda t: 0.5 * gas_mu(t, PRESSURE) - site_free(t)
                  - e_abs - 0.5 * W_HH, 150, 3000)


# translation: sum over the levels of a one-dimensional box
box = 50e-9
n_box = np.arange(1, 10001)
box_sum = np.sum(np.exp(-(n_box * const.h / box) ** 2
                        / (8 * mass_h2 * const.k * TEMP)))
assert abs(box_sum * thermal_length(TEMP) / box - 1) < 1e-3

kt = K_EV * TEMP
e_false = E_ABS + shift
critical_temp = -W_HH / (4 * K_EV)
assert critical_temp < TEMP                          # single phase
odds_true = log_odds(E_ABS, TEMP, PRESSURE)
odds_false = log_odds(e_false, TEMP, PRESSURE)
theta_true, theta_false = expit(odds_true), expit(odds_false)
empty_false = expit(-odds_false)
assert abs(filling_by_sum(E_ABS, TEMP, PRESSURE) / theta_true - 1) < 0.01
assert abs(filling_by_sum(e_false, TEMP, PRESSURE) - theta_false) < 1e-3

dilute_factor = np.exp(-shift / kt)
dilute_ratio = (expit(log_odds(e_false, TEMP, 1e-10))
                / expit(log_odds(E_ABS, TEMP, 1e-10)))
assert abs(dilute_ratio / dilute_factor - 1) < 0.01

log_p = brentq(lambda x: log_odds(e_false, TEMP, np.exp(x)) - odds_true,
               np.log(1e-15), np.log(PRESSURE))
p_false = np.exp(log_p)
pressure_factor = np.exp(-delta / kt)
assert abs(p_false / PRESSURE / pressure_factor - 1) < 1e-5

t_true = half_full_temperature(E_ABS)
t_false = half_full_temperature(e_false)
assert t_true < critical_temp                        # two-phase release
assert filling_by_sum(E_ABS, t_true - 10, PRESSURE) > 0.8
assert filling_by_sum(E_ABS, t_true + 10, PRESSURE) < 0.2

# ---- size of neglected effects ----
zpe_shift = -0.5 * (levels_hf[0] - levels_ex[0])
assert abs(zpe_shift) < 0.05 * abs(shift)
theta_stiff = expit(log_odds(E_ABS, TEMP, PRESSURE, SITE_QUANTUM + 0.01))
VIRIAL = 15e-6                                       # m3/mol, rough
gas_nonideal = (0.5 * VIRIAL * PRESSURE * const.torr
                / const.N_A / const.e)


def show(label, value, unit="", fmt=".3f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("H2 distance, HF (cc-pVTZ)", r_hf, "angstrom", ".4f")
show("H2 distance, exact in basis (cc-pVTZ)", r_ex, "angstrom", ".4f")
show("H atom, HF (cc-pVQZ)", mf_atom.e_tot * HARTREE, "eV", ".4f")
show("H atom, one-electron diagonalization", e_atom_exact * HARTREE,
     "eV", ".4f")
show("H atom Coulomb self-repulsion", coulomb_self * HARTREE, "eV")
show("H atom exchange energy", exchange_self * HARTREE, "eV")
show("H2 energy, HF (cc-pVQZ)", e_h2_hf * HARTREE, "eV", ".4f")
show("H2 energy, CCSD (cc-pVQZ)", e_h2_ex * HARTREE, "eV", ".4f")
show("well depth, HF", depth_hf, "eV")
show("well depth, CCSD", depth_ex, "eV")
show("well-depth error delta", delta, "eV")
show("delta with extrapolated correlation", delta_limit, "eV")
show("reference shift per H atom", shift, "eV")
show("same, extrapolated", -0.5 * delta_limit, "eV")
show("same, main result", shift * const.e * const.N_A / 1000,
     "kJ/mol", ".1f")
show("H2+ distance used", R_ION, "angstrom", ".2f")
show("H+ + H2/2 -> H2+, HF", abs_ion_hf, "eV")
show("H+ + H2/2 -> H2+, exact in basis", abs_ion_ex, "eV")
show("H2+ case, full HF error", abs_ion_hf - abs_ion_ex, "eV")
show("LiH distance used", R_LIH, "angstrom", ".2f")
show("Li + H2/2 -> LiH, HF", abs_li_hf, "eV")
show("Li + H2/2 -> LiH, CCSD", abs_li_ex, "eV")
show("LiH case, reference part of HF error", reference_li, "eV")
show("LiH case, host part of HF error", host_li, "eV")
show("LiH case, net HF error", net_li, "eV")
show("LiH case, HF with repaired reference", abs_li_fixed, "eV")
show("LiH triples correction", triples_lih, "eV", ".4f")
show("metal: E_abs input (rough)", E_ABS, "eV", ".2f")
show("metal: site quantum input (rough)", SITE_QUANTUM, "eV", ".2f")
show("metal: H-H interaction w input (rough)", W_HH, "eV", ".2f")
show("temperature", TEMP, "K", ".0f")
show("pressure", PRESSURE, "Torr", ".0f")
show("kT", kt, "eV", ".4f")
show("half the H2 chemical potential", 0.5 * gas_mu(TEMP, PRESSURE), "eV")
show("site vibrational free energy", site_free(TEMP), "eV")
show("critical temperature of the lattice gas", critical_temp, "K", ".0f")
show("E_abs with reference error", e_false, "eV")
show("filling, correct reference", theta_true, "", ".4f")
show("filling, HF reference", theta_false, "", ".6f")
show("empty fraction, HF reference", empty_false, "", ".2e")
show("dilute filling factor", dilute_factor, "", ".3e")
show("pressure factor at fixed filling", pressure_factor, "", ".3e")
show("pressure for correct filling, HF reference", p_false, "Torr", ".2e")
show("half-full temperature, correct reference", t_true, "K", ".0f")
show("half-full temperature, HF reference", t_false, "K", ".0f")
show("H2 zero-point energy, HF curve", levels_hf[0], "eV", ".4f")
show("H2 zero-point energy, CCSD curve", levels_ex[0], "eV", ".4f")
show("zero-point part of reference error per H", zpe_shift, "eV", ".4f")
show("H-H energy at correct filling", W_HH * theta_true, "eV", ".4f")
show("filling if site quantum is 0.01 eV larger", theta_stiff, "", ".4f")
show("second virial coefficient input (rough)", VIRIAL * 1e6,
     "cm3/mol", ".0f")
show("gas non-ideality per H atom", gas_nonideal, "eV", ".1e")
print("all tests passed")
```

Printed output:

```
H2 distance, HF (cc-pVTZ): 0.7344 angstrom
H2 distance, exact in basis (cc-pVTZ): 0.7426 angstrom
H atom, HF (cc-pVQZ): -13.6042 eV
H atom, one-electron diagonalization: -13.6042 eV
H atom Coulomb self-repulsion: 8.504 eV
H atom exchange energy: -8.504 eV
H2 energy, HF (cc-pVQZ): -30.8440 eV
H2 energy, CCSD (cc-pVQZ): -31.9406 eV
well depth, HF: 3.636 eV
well depth, CCSD: 4.732 eV
well-depth error delta: 1.097 eV
delta with extrapolated correlation: 1.116 eV
reference shift per H atom: -0.548 eV
same, extrapolated: -0.558 eV
same, main result: -52.9 kJ/mol
H2+ distance used: 1.06 angstrom
H+ + H2/2 -> H2+, HF: -0.973 eV
H+ + H2/2 -> H2+, exact in basis: -0.425 eV
H2+ case, full HF error: -0.548 eV
LiH distance used: 1.60 angstrom
Li + H2/2 -> LiH, HF: 0.334 eV
Li + H2/2 -> LiH, CCSD: -0.106 eV
LiH case, reference part of HF error: -0.539 eV
LiH case, host part of HF error: 0.979 eV
LiH case, net HF error: 0.440 eV
LiH case, HF with repaired reference: 0.873 eV
LiH triples correction: -0.0031 eV
metal: E_abs input (rough): -0.10 eV
metal: site quantum input (rough): 0.07 eV
metal: H-H interaction w input (rough): -0.20 eV
temperature: 600 K
pressure: 760 Torr
kT: 0.0517 eV
half the H2 chemical potential: -0.244 eV
site vibrational free energy: 0.059 eV
critical temperature of the lattice gas: 580 K
E_abs with reference error: -0.648 eV
filling, correct reference: 0.0212
filling, HF reference: 0.999974
empty fraction, HF reference: 2.60e-05
dilute filling factor: 4.035e+04
pressure factor at fixed filling: 6.143e-10
pressure for correct filling, HF reference: 4.67e-07 Torr
half-full temperature, correct reference: 427 K
half-full temperature, HF reference: 1426 K
H2 zero-point energy, HF curve: 0.2823 eV
H2 zero-point energy, CCSD curve: 0.2706 eV
zero-point part of reference error per H: -0.0059 eV
H-H energy at correct filling: -0.0042 eV
filling if site quantum is 0.01 eV larger: 0.0130
second virial coefficient input (rough): 15 cm3/mol
gas non-ideality per H atom: 7.9e-06 eV
all tests passed
```
